# Absorption current proportional to 1/t from a flat distribution of barriers

**Q.** A dipole that hops over a barrier relaxes exponentially. Absorption currents are often described by $1/t$, which has no time scale at all. How can the first produce the second? Please begin with one dipole and hide nothing in the word "relaxes".

**A.** Take a dipole of moment $p$ with two opposite orientations along a fixed axis. Without a field the two have equal energy and are separated by a barrier $W$. I use atomic units in the algebra and write $\theta=k_BT$ for the thermal energy. Let $F$ be the field acting on the dipole, and $c\ge 0$ the cosine of the angle between the field and the favoured orientation.

The field changes the two well energies to $-pFc$ and $+pFc$. I assume that it leaves the energy at the top of the barrier unchanged. The barrier out of the unfavourable well is then $W-pFc$, and out of the favourable one $W+pFc$. With an attempt rate $\nu$ and $u=pFc/\theta$, the hopping rates into and out of the favourable well are

$$k_{\rm in}=\nu e^{-W/\theta}e^{u},\qquad k_{\rm out}=\nu e^{-W/\theta}e^{-u}.$$

Let $m$ be the favourable population minus the unfavourable one. The populations are $(1+m)/2$ and $(1-m)/2$, and each hop changes $m$ by 2, so

$$\frac{dm}{dt}=k_{\rm in}(1-m)-k_{\rm out}(1+m)=2\nu e^{-W/\theta}\,(\sinh u-m\cosh u).$$

For a weak field, $\sinh u\approx u$ and $\cosh u\approx1$. If the field is switched on at $t=0$ with $m=0$, the solution is

$$m(t)=u\left[1-e^{-t/\tau}\right],\qquad \tau=\tau_0e^{W/\theta},\qquad \tau_0=\frac1{2\nu}.$$

The factor 2 in $\tau_0$ appears because hops in both directions help to restore equilibrium.

**Q.** That is one exponential. You now have many dipoles, with different axes and different barriers. Do slow dipoles contribute as much as fast ones?

**A.** In this model they do. The final value $m=u$ depends on the well energies and not on $W$: the barrier decides when a dipole responds, not how much.

Let there be $N$ independent dipoles per unit volume with random axes. Each contributes $pcm$ along the field. For random axes $c$ is uniform between 0 and 1, so $\langle c^2\rangle=\int_0^1c^2\,dc=1/3$. If all had the same $\tau$, the polarization would be

$$P(t)=Np\,\frac{pF}{\theta}\langle c^2\rangle\left[1-e^{-t/\tau}\right]
=P_\infty\left[1-e^{-t/\tau}\right],\qquad P_\infty=\frac{Np^2F}{3\theta}.$$

Now spread the barriers uniformly from $W_1$ to $W_2$, with $\Delta=W_2-W_1$. A fraction $dW/\Delta$ of the dipoles lies in $dW$. I assume that $p$, $\nu$ and the distribution of axes do not depend on $W$.

At constant field the displacement current is $dP/dt$. The charging spike from the instantaneous polarization and any steady conduction are left out. Differentiating each exponential gives

$$j(t)=\frac{P_\infty}{\Delta}\int_{W_1}^{W_2}\frac{e^{-t/\tau(W)}}{\tau(W)}\,dW.$$

**Q.** I see a sum of exponentials, still no power law.

**A.** Use $x=t/\tau$ as the variable at fixed $t$. Since $\ln x=\ln(t/\tau_0)-W/\theta$, we have $dW=-\theta\,dx/x$. The prefactor is $1/\tau=x/t$, and its $x$ cancels the $1/x$. As $W$ rises from $W_1$ to $W_2$, $x$ falls from $t/\tau_1$ to $t/\tau_2$, where $\tau_{1,2}=\tau(W_{1,2})$. The minus sign reverses the limits:

$$j(t)=\frac{P_\infty\theta}{\Delta\,t}\int_{t/\tau_2}^{t/\tau_1}e^{-x}\,dx
=\frac{A}{t}\left[e^{-t/\tau_2}-e^{-t/\tau_1}\right],\qquad
A=\frac{P_\infty\theta}{\Delta}=\frac{Np^2F}{3\Delta}.$$

For $\tau_1\ll t\ll\tau_2$ the first exponential is close to 1 and the second close to 0, so

$$j(t)\approx\frac{A}{t}.$$

The time scales have not vanished. They have moved to the two ends of the distribution.

**Q.** The cancellation is neat, but what does it mean physically? Which dipoles carry the current at a given time?

**A.** The integrand over $W$ is $xe^{-x}/t$, which is largest at $x=1$. The most active dipoles at time $t$ are those with $\tau=t$, or

$$W_t=\theta\ln\frac{t}{\tau_0}.$$

Dipoles with $\tau\ll t$ have finished, and those with $\tau\gg t$ have hardly begun. The half-height points satisfy $xe^{-x}=1/(2e)$, and the distance between them is $2.45\,\theta$ in $W$. This active band moves up in energy as $\ln t$. A flat distribution therefore supplies equal numbers of dipoles per unit of $\ln t$, so $dP/d\ln t$ is constant, and $dP/dt$ is that constant divided by $t$.

**Q.** Then flatness is essential. What if the distribution has a slope?

**A.** Let the normalized density be $g(W)$. With $W=W_t-\theta\ln x$ the same substitution gives

$$j(t)=\frac{P_\infty\theta}{t}\int_{t/\tau_2}^{t/\tau_1} g(W_t-\theta\ln x)\,e^{-x}\,dx.$$

If $g$ changes little over a few $\theta$, it can be taken out of the integral, and $j\approx P_\infty\theta\,g(W_t)/t$ well inside the cutoffs. The current then maps the density of barriers.

For $g\propto e^{-W/w}$, the factor $g(W_t-\theta\ln x)$ is proportional to $(t/\tau_0)^{-\theta/w}x^{\theta/w}$. Inside the window the limits can be replaced by 0 and $\infty$, provided $\theta/w>-1$ so that the integral converges at $x=0$ (this excludes only densities that rise with $W$ as fast as $e^{W/\theta}$ or faster). The integral over $x$ is then the constant $\Gamma(1+\theta/w)$, and

$$j\propto t^{-(1+\theta/w)}.$$

At 300 K, $\theta=0.02585$ eV. For $w=0.2$ eV the exponent is $1+0.02585/0.2=1.129$, and direct summation over the barriers at 100 s gives the same value. A density that falls with $W$ makes the current fall faster than $1/t$.

**Q.** Let me see numbers for the flat case. I also suspect that your two cutoffs are not sharp.

**A.** They are not. They can be widely separated, but each is a gradual change. Take a model dielectric with $T=300$ K, barriers from 0.6 to 1.2 eV, $\nu=10^{12}\ \mathrm{s^{-1}}$, $p=0.4\ e$Å, $N=10^{-5}$ Å$^{-3}$ and $F=10^{-3}$ V/Å. Then $\tau_0=5\times10^{-13}$ s and $\Delta/\theta=23.2$, with

$$\tau_1=6.01\times10^{-3}\ \mathrm{s},\qquad \tau_2=7.21\times10^{7}\ \mathrm{s}.$$

Because $F$ is in V/Å, $pF$ is in eV, and the amplitude is

$$A=\frac{10^{-5}\times0.4^2\times10^{-3}}{3\times0.6}
=8.89\times10^{-10}\ e/\text{Å}^2=1.42\times10^{-8}\ \mathrm{C/m^2}.$$

At 1 s the current density is therefore $1.42\times10^{-8}\ \mathrm{A/m^2}$.

To see how gradual the cutoffs are, define the local exponent $s=-d\ln j/d\ln t$. With $a=t/\tau_1$ and $b=t/\tau_2$, differentiate $\ln j=\ln A-\ln t+\ln(e^{-b}-e^{-a})$. Since $t\,da/dt=a$ and $t\,db/dt=b$,

$$s=1+\frac{be^{-b}-ae^{-a}}{e^{-b}-e^{-a}}.$$

At $t=\tau_1$, $b$ is negligible. The current is $1-e^{-1}=0.632$ of $A/t$, and $s=0.418$. At $t=\tau_2$, $a$ is enormous, the current is $e^{-1}=0.368$ of $A/t$, and $s=2$. Between them, at 100 s, $s=1.00000$ to five decimals.

**Q.** So where may I trust $1/t$, if I tolerate one percent?

**A.** The shortfall relative to $A/t$ is

$$1-\frac{tj}{A}=\left(1-e^{-t/\tau_2}\right)+e^{-t/\tau_1}.$$

Near the early edge the last term dominates, near the late edge the bracket does. For a tolerance $\varepsilon$ the edges are, to an excellent approximation when the cutoffs are this far apart,

$$t_{\rm early}=\tau_1\ln\frac1\varepsilon,\qquad t_{\rm late}=-\tau_2\ln(1-\varepsilon)\approx\varepsilon\tau_2.$$

For $\varepsilon=0.01$ these are $4.61\,\tau_1=0.0277$ s and $0.01005\,\tau_2=7.25\times10^5$ s. The two ends are unequal: the early error dies exponentially, while the late one grows linearly and is felt two decades before $\tau_2$. Of the 10.1 decades between the cutoffs, 7.4 obey the law to one percent.

**Q.** And outside the window?

**A.** At early times, expand both exponentials to first order:

$$j(0)=A\left(\frac1{\tau_1}-\frac1{\tau_2}\right)=1.48\times10^{-7}\ e/(\text{Å}^2\,\mathrm{s}).$$

The current starts at a finite value, because no dipole is faster than $\tau_1$. For $t\gg\tau_2$ the second exponential is gone and $j\approx Ae^{-t/\tau_2}/t$.

The cutoffs also keep the charge finite. A pure $1/t$ would give a logarithmic divergence at both ends. To integrate the full result, write

$$\frac{e^{-t/\tau_2}-e^{-t/\tau_1}}{t}=\int_{1/\tau_2}^{1/\tau_1}e^{-\lambda t}\,d\lambda$$

and integrate over $t$ first:

$$\int_0^\infty j\,dt=A\int_{1/\tau_2}^{1/\tau_1}\frac{d\lambda}{\lambda}=A\ln\frac{\tau_2}{\tau_1}=A\,\frac{\Delta}{\theta}=P_\infty.$$

All the polarization is accounted for.

**Q.** Would any spread of barriers do, then, if I look at the right time?

**A.** No. The spread must be many times $\theta$. The product $tj$ has its maximum where $e^{-t/\tau_2}/\tau_2=e^{-t/\tau_1}/\tau_1$. Taking logarithms gives

$$t^*=\frac{\ln(\tau_2/\tau_1)}{1/\tau_1-1/\tau_2}.$$

Inserting $e^{-t^*/\tau_1}=(\tau_1/\tau_2)e^{-t^*/\tau_2}$ into the bracket gives the height

$$\frac{t^*j(t^*)}{A}=\left(1-\frac{\tau_1}{\tau_2}\right)e^{-t^*/\tau_2}<1.$$

For $\Delta=2\theta$, with $W_1$ unchanged, the cutoffs differ by a factor $e^2=7.4$. The maximum is 0.632 at $t^*=0.0139$ s. The local exponent equals 1 at that instant, but it is merely passing from below 1 to above 1. A tangent of slope $-1$ on a logarithmic plot is no evidence for a $1/t$ law; a long straight stretch is needed.

**Q.** You linearized in the field. How do I know that the plateau is not a product of that step?

**A.** Return to the rate equation before linearization. Its solution relaxes to $m=\tanh u$ at the rate $2\nu e^{-W/\theta}\cosh u$. For a given axis, the factor $\cosh u$ shortens both cutoffs equally and does not depend on $W$. The substitution works as before, so within the window common to all axes

$$j\approx\frac{Np\,\theta}{\Delta}\,\frac{\langle c\tanh u\rangle}{t}.$$

The $1/t$ form survives and the amplitude changes. This still requires $pF\ll W$, so that the barriers keep their meaning.

To first correction $\tanh u\approx u-u^3/3$. With $u_0=pF/\theta$, the relative change of amplitude is

$$-\frac{u_0^2}{3}\,\frac{\langle c^4\rangle}{\langle c^2\rangle}=-\frac{u_0^2}{3}\cdot\frac{1/5}{1/3}=-\frac{u_0^2}{5}.$$

Here $u_0=0.0155$, so the change is $-5\times10^{-5}$. Integrating the unlinearized rate equations in time gives a charge of $6.1399\times10^{-9}\ e/$Å$^2$ between 1 and 1000 s. The linear formula gives $A\ln1000=6.1402\times10^{-9}\ e/$Å$^2$. The difference has the expected sign and size. These three decades carry 30 percent of $P_\infty$.

**Q.** Hopping is thermally activated. Surely the current must drop when I cool the sample.

**A.** Not inside the window of this model, which has equal wells, a flat density of barriers and a weak field, if $N$, $p$, $F$, $\nu$ and the barriers are held fixed. Unequal wells or a sloped density bring a temperature dependence back. Look at $A=P_\infty\theta/\Delta$. Cooling raises $P_\infty$ as $1/\theta$, because thermal disorder opposes alignment less. It also narrows the active band in proportion to $\theta$, so fewer dipoles respond per unit of $\ln t$. The two factors cancel.

The cutoffs do move. At 270 K they become $\tau_1=0.079$ s and $\tau_2=1.25\times10^{10}$ s. At 100 s, which lies inside both windows, the currents at 270 K and 300 K differ by about one part in a million. That remainder is the late-cutoff term $t/\tau_2=1.4\times10^{-6}$ of the warmer sample. Further cooling would eventually bring $\tau_1$ past 100 s, and the current at that time would then fall.

**Q.** An electret is used after the field has been removed. Is the discharge current the mirror image of the charging current?

**A.** Only if the poling lasted long enough. Let the field be on for a time $t_p$ and then let the electrodes be shorted, with $t$ counted from the short. In the linear regime, this history is a positive step at $-t_p$ plus a negative step at 0. The current is $j(t+t_p)-j(t)$, opposite in sign to the charging current. If both times lie in the window, its magnitude is

$$|j_{\rm dis}|=A\left(\frac1t-\frac1{t+t_p}\right)=\frac{A\,t_p}{t(t+t_p)}.$$

This is $A/t$ for $t\ll t_p$ and $At_p/t^2$ for $t\gg t_p$. The poling time has taken over the role of the late cutoff, since dipoles with $\tau\gg t_p$ were hardly turned.

The charge released between $t_a$ and $t_b$ is

$$Q=A\ln\frac{t_b(t_a+t_p)}{t_a(t_b+t_p)}.$$

For $t_p=1000$ s it is $1.97\times10^{-9}\ e/$Å$^2$ between 10 and 100 s. Between $10^4$ and $3\times10^4$ s it is $5.56\times10^{-11}\ e/$Å$^2$, whereas a pure $1/t$ law would give $A\ln3=9.8\times10^{-10}\ e/$Å$^2$, about 18 times more. Time integration of the rate equations through poling and discharge agrees with both released charges within 0.1 percent.

**Q.** That sounds bad for a durable electret.

**A.** It shows one reason to pole hot, as far as dipoles of this kind hold the polarization. At 300 K, poling for 1000 s reaches barriers near $\theta\ln(t_p/\tau_0)=0.91$ eV. At 400 K the same time reaches 1.21 eV, just past the top of this distribution. If the sample is cooled with the field on, the dipoles with the highest barriers keep their small net orientation, and at 300 K they decay with times up to $\tau_2$, a little over two years. The lower barriers still relax first. After one day at 300 K the active band has reached $\theta\ln(t/\tau_0)=1.03$ eV, and most of the polarization is gone. A durable electret needs higher barriers than these. This assumes that the barriers do not change with temperature.

**Q.** How far is all this from a real insulator?

**A.** The moment of $0.4\ e$Å is about that of a small polar group, and $10^{-3}$ V/Å, or $10^7$ V/m, is a realistic strong field. The density is far from that of a polar polymer, which may hold roughly a thousand times more dipoles. In the model, the interaction scale $Np^2$ is $2.3\times10^{-5}$ eV, far below $\theta$, and the dielectric increment $4\pi P_\infty/F$ is 0.004. Both support independent dipoles. A thousandfold density would raise the interaction to about 0.023 eV, close to $\theta$, and independence would fail.

Disorder also makes the two wells unequal. For a zero-field energy difference $\eta$, the equilibrium value is $m=\tanh[(pFc+\eta/2)/\theta]$, so the linear response is multiplied by $\mathrm{sech}^2(\eta/2\theta)$. If $\eta$ is spread evenly from $-E/2$ to $E/2$ with $E\gg\theta$, independently of the mean barrier, the average of this factor is $4\theta/E$. For $E=0.5$ eV at 300 K, $A$ drops to 0.21 of its value here and becomes proportional to $T$.

Measured absorption currents in many insulators follow $t^{-n}$ with $n$ near, but often not equal to, 1. Trapped charge can produce similar decays, so the exponent alone does not identify dipoles. Steady conduction $j_c$ hides the charging current after about $A/j_c$. The values computed by the program are in the numerical output below.

## Calculated quantities

```
temperature: 300 K, theta = 0.025852 eV
barriers: 0.6 to 1.2 eV, width 0.6 eV
width/theta: 23.209
attempt rate: 1.0e+12 1/s, tau0 = 5.0e-13 s
dipole moment: 0.4 e angstrom
dipole density: 1.0e-05 1/angstrom^3
field: 1.0e-03 V/angstrom
p F/theta: 0.01547
interaction energy scale: 2.30e-05 eV
dielectric increment: 0.00373
static polarization: 2.0630e-08 e/angstrom^2
early cutoff tau_low: 6.0052e-03 s
late cutoff tau_high: 7.2124e+07 s
cutoff ratio: 1.2010e+10
amplitude A: 8.8889e-10 e/angstrom^2 = 1.4242e-08 C/m^2
initial current: 1.4802e-07 e/(angstrom^2 s)
one-percent window: 2.7655e-02 s to 7.2488e+05 s
window length: 7.418 decades
time (s), j (e/(angstrom^2 s)), t j/A, local exponent:
  6.0052e-03  9.3567e-08  0.632121  0.41802
  1.0000e+00  8.8889e-10  1.000000  1.00000
  1.0000e+02  8.8889e-12  0.999999  1.00000
  1.0000e+04  8.8877e-14  0.999861  1.00014
  7.2124e+07  4.5339e-18  0.367879  2.00000
current at 1 s: 1.4242e-08 A/m^2
most active barrier at 100 s: 0.8513 eV
full width at half maximum: 0.0632 eV
that width/theta: 2.446
charge from 1 to 1000 s, kinetics: 6.1399e-09 e/angstrom^2
same charge, A ln(1000): 6.1402e-09 e/angstrom^2
share of static polarization: 0.2976
exponential density, decay energy: 0.2 eV
its exponent at 100 s: 1.12926
cold case: 270 K, theta = 0.023267 eV
cold tau_low: 7.9155e-02 s
cold tau_high: 1.2531e+10 s
j(cold)/j(warm) at 100 s: 1.0000014
narrow case width/theta: 2.0
narrow case peak of t j/A: 0.6323 at 1.3890e-02 s
poling time: 1000 s
charge released, kinetics and formula (e/angstrom^2):
  10 to 100 s: 1.9708e-09  1.9709e-09
  1e4 to 3e4 s: 5.5575e-11  5.5574e-11
largest relative error, quadrature: 6.0e-12
largest relative error, kinetics: 1.0e-04
```
